# What Smoothing an Augmentation Function Must Conserve: a program that tests the result

```python
"""Result under test: smoothing an ultrasoft augmentation function Q_ij inside
r_in leaves the exterior potential intact only if, for each angular momentum L
present in the density, the moment M_L = int r^(L+2) Q_ij^L dr is conserved.
Conserving charge alone leaves errors falling as r^-(L+1) when the occupied
state has that multipole. An aspherical state need not have every multipole.

Symbols (hartree atomic units): Z nuclear charge of a one-electron model;
R_s, R_p its 2s and 2p radial functions; r_c pseudo-wave matching radius;
r_in smoothing radius; Q = R_i R_j - pseudo R_i R_j.
A state is a*s + b*p_z. Electron density is positive, so potentials are the
repulsion energy of a unit negative test charge.
Recipe 'charge' conserves only M_0; recipe 'all' conserves every M_L.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.constants import physical_constants

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
Z, r_c, r_in = 4, 1.5, 1.0
r = sp.symbols("r", positive=True)


def smooth_inside(target, L, radius, moment=None):
    """r^L times an even polynomial matching value, slope and curvature."""
    count = 3 if moment is None else 4
    basis = [r**(L + 2*k) for k in range(count)]
    rows = [[float(sp.diff(f, r, m).subs(r, radius)) for f in basis]
            for m in range(3)]
    right = [float(sp.diff(target, r, m).subs(r, radius)) for m in range(3)]
    if moment is not None:
        rows.append([radius**(2*L + 2*k + 3) / (2*L + 2*k + 3)
                     for k in range(count)])
        right.append(moment)
    coefficients = np.linalg.solve(np.array(rows), np.array(right))
    expression = sum(float(c)*f for c, f in zip(coefficients, basis))
    return coefficients, expression


# Normalized hydrogenic waves; the 2s sign is positive in its outer lobe.
wave = {
    "s": sp.sqrt(Z**3)/sp.sqrt(2) * (Z*r/2 - 1) * sp.exp(-Z*r/2),
    "p": sp.sqrt(Z**5)/(2*sp.sqrt(6)) * r * sp.exp(-Z*r/2),
}
pseudo, pseudo_coefficients = {}, {}
for l, name in enumerate("sp"):
    pseudo_coefficients[name], pseudo[name] = smooth_inside(wave[name], l, r_c)
wave_f = {n: sp.lambdify(r, wave[n], "numpy") for n in "sp"}
pseudo_f = {n: sp.lambdify(r, pseudo[n], "numpy") for n in "sp"}


def q_exact(pair, x):
    i, j = pair
    return wave_f[i](x)*wave_f[j](x) - pseudo_f[i](x)*pseudo_f[j](x)


def integrate(f, lower, upper):
    return quad(f, lower, upper, epsabs=1e-12, epsrel=1e-12, limit=200)[0]


channels = [("ss", 0), ("pp", 0), ("sp", 1), ("pp", 2)]
smooth_f, smooth_coefficients, inner_exact = {}, {}, {}
for pair, L in channels:
    i, j = pair
    q_expression = wave[i]*wave[j] - pseudo[i]*pseudo[j]
    inner_exact[pair, L] = integrate(
        lambda x: x**(L + 2)*q_exact(pair, x), 0, r_in)
    for recipe in ("charge", "all"):
        constrained = L == 0 or recipe == "all"
        value = inner_exact[pair, L] if constrained else None
        c, expression = smooth_inside(q_expression, L, r_in, value)
        smooth_coefficients[pair, L, recipe] = c
        smooth_f[pair, L, recipe] = sp.lambdify(r, expression, "numpy")


def total_moment(pair, L, recipe):
    """Moment of pseudo density plus smoothed augmentation density."""
    i, j = pair
    inside = integrate(lambda x: x**(L + 2) * (
        pseudo_f[i](x)*pseudo_f[j](x) + smooth_f[pair, L, recipe](x)), 0, r_in)
    middle = integrate(lambda x: x**(L + 2) * (
        pseudo_f[i](x)*pseudo_f[j](x) + q_exact(pair, x)), r_in, r_c)
    outside = integrate(
        lambda x: x**(L + 2)*wave_f[i](x)*wave_f[j](x), r_c, np.inf)
    return inside + middle + outside


# Closed hydrogenic results provide an independent reference.
reference = {("ss", 0): 1.0, ("pp", 0): 1.0,
             ("sp", 1): 3*np.sqrt(3)/Z, ("pp", 2): 30/Z**2}
total, error = {}, {}
for pair, L in channels:
    for recipe in ("charge", "all"):
        key = pair, L, recipe
        total[key] = total_moment(*key)
        error[key] = total[key] - reference[pair, L]
        if L == 0 or recipe == "all":
            assert abs(error[key]) < 1e-9
        else:
            assert abs(error[key]) > 1e-3

# Direct Coulomb quadrature of the density change within r_in.
nodes, weights = np.polynomial.legendre.leggauss(48)
radius_grid = (r_in*(nodes + 1)/2)[:, None, None]
radius_weight = (r_in*weights/2)[:, None, None]
cosine = nodes[None, :, None]
cosine_weight = weights[None, :, None]
n_phi = 80
phi = (2*np.pi*np.arange(n_phi)/n_phi)[None, None, :]


def density_change(a, b, recipe):
    x, u = radius_grid, cosine
    y_s, y_p = np.sqrt(1/(4*np.pi)), np.sqrt(3/(4*np.pi))*u
    true_density = (a*wave_f["s"](x)*y_s + b*wave_f["p"](x)*y_p)**2
    soft_density = (a*pseudo_f["s"](x)*y_s + b*pseudo_f["p"](x)*y_p)**2
    smoothed = (a*a*smooth_f["ss", 0, recipe](x)
                + b*b*smooth_f["pp", 0, recipe](x)
                + 2*np.sqrt(3)*a*b*smooth_f["sp", 1, recipe](x)*u
                + b*b*smooth_f["pp", 2, recipe](x)*(3*u*u - 1))/(4*np.pi)
    return smoothed - (true_density - soft_density)


def potential_change(a, b, distance, cos_angle, recipe):
    x, u = radius_grid, cosine
    sin_angle = np.sqrt(max(0.0, 1 - cos_angle**2))
    dot = u*cos_angle + np.sqrt(1 - u*u)*sin_angle*np.cos(phi)
    separation = np.sqrt(x*x + distance**2 - 2*x*distance*dot)
    integrand = x*x*density_change(a, b, recipe)/separation
    return np.sum(radius_weight*cosine_weight*integrand)*2*np.pi/n_phi


def odd_change(distance, cos_angle, recipe):
    h = np.sqrt(0.5)
    return (potential_change(h, h, distance, cos_angle, recipe)
            - potential_change(h, h, distance, -cos_angle, recipe))/2


cos_test = 0.8
p2_test = (3*cos_test**2 - 1)/2
for distance in (1.5, 4.0, 8.0):
    direct_quad = potential_change(0, 1, distance, cos_test, "charge")
    formula_quad = 0.4*error["pp", 2, "charge"]*p2_test/distance**3
    assert abs(direct_quad - formula_quad) < 1e-9
    direct_dip = odd_change(distance, cos_test, "charge")
    formula_dip = (error["sp", 1, "charge"]*cos_test
                   / (np.sqrt(3)*distance**2))
    assert abs(direct_dip - formula_dip) < 1e-9
    for a, b in ((0, 1), (np.sqrt(0.5), np.sqrt(0.5))):
        assert abs(potential_change(a, b, distance, cos_test, "all")) < 1e-9
    assert abs(odd_change(distance, cos_test, "all")) < 1e-9

power_quad = np.log2(abs(potential_change(0, 1, 4, 1, "charge")
                         / potential_change(0, 1, 8, 1, "charge")))
power_dip = np.log2(abs(odd_change(4, 1, "charge")
                        / odd_change(8, 1, "charge")))
assert abs(power_quad - 3) < 1e-5
assert abs(power_dip - 2) < 1e-5
center_change = potential_change(0, 1, 0, 1, "all")
assert abs(center_change) > 1e-5

# Equal e_g filling: no quadrupole, although the density is aspherical.
u = nodes[:, None]
angle = 2*np.pi*np.arange(n_phi)[None, :]/n_phi
x_dir = np.sqrt(1 - u*u)*np.cos(angle)
y_dir = np.sqrt(1 - u*u)*np.sin(angle)
z_dir = u + 0*angle
solid_weight = weights[:, None]*2*np.pi/n_phi
d_z2 = np.sqrt(5/(16*np.pi))*(3*z_dir**2 - 1)
d_x2y2 = np.sqrt(15/(16*np.pi))*(x_dir**2 - y_dir**2)
quadrupoles = [3*z_dir**2 - 1, x_dir**2 - y_dir**2,
               x_dir*y_dir, x_dir*z_dir, y_dir*z_dir]
cubic_four = x_dir**4 + y_dir**4 + z_dir**4 - 0.6


def projection(density, harmonic):
    norm = np.sqrt(np.sum(solid_weight*harmonic**2))
    return np.sum(solid_weight*density*harmonic)/norm


eg_density = d_z2**2 + d_x2y2**2
eg_two = max(abs(projection(eg_density, f)) for f in quadrupoles)
single_two = projection(d_z2**2, quadrupoles[0])
eg_four = projection(eg_density, cubic_four)
assert eg_two < 1e-12
assert abs(single_two) > 0.01 and abs(eg_four) > 0.01

print(f"nuclear charge Z = {Z} e")
print(f"pseudo-wave radius r_c = {r_c:.2f} bohr")
print(f"smoothing radius r_in = {r_in:.2f} bohr")
print("polynomial coefficients below: atomic units, rising powers")
for name in "sp":
    print(f"pseudo {name} wave:",
          " ".join(f"{c:.6f}" for c in pseudo_coefficients[name]))
for pair, L in (("sp", 1), ("pp", 2)):
    for recipe in ("charge", "all"):
        print(f"smoothed Q {pair}, L={L}, {recipe}:", " ".join(
            f"{c:.6f}" for c in smooth_coefficients[pair, L, recipe]))
for pair in ("ss", "pp"):
    charge = integrate(lambda x: x*x*q_exact(pair, x), 0, r_c)
    print(f"augmentation charge q_{pair} = {charge:.6f} electrons")
for pair, L, unit in (("sp", 1, "bohr"), ("pp", 2, "bohr^2")):
    print(f"{pair} L={L} exact inner moment = "
          f"{inner_exact[pair, L]:.6f} {unit}")
    print(f"{pair} L={L} exact total moment = "
          f"{reference[pair, L]:.6f} {unit}")
    for recipe in ("charge", "all"):
        print(f"{pair} L={L} total moment, {recipe} = "
              f"{total[pair, L, recipe]:.6f} {unit}")
    delta = error[pair, L, "charge"]
    print(f"{pair} L={L} moment error, charge = {delta:.6f} {unit}")
    print(f"{pair} L={L} relative error, charge = "
          f"{100*delta/reference[pair, L]:.3f} percent")
print(f"p_z total charge, charge recipe = "
      f"{total['pp', 0, 'charge']:.8f} electrons")
for distance in (3, 5, 10):
    v_quad = potential_change(0, 1, distance, 1, "charge")
    v_dip = odd_change(distance, 1, "charge")
    print(f"p_z axial error at {distance} bohr = "
          f"{v_quad*HARTREE_MEV:.4f} meV")
    print(f"hybrid odd axial error at {distance} bohr = "
          f"{v_dip*HARTREE_MEV:.4f} meV")
largest = max(abs(potential_change(a, b, 5, 1, "all"))
              for a, b in ((0, 1), (np.sqrt(0.5), np.sqrt(0.5))))
print(f"largest all-moment error at 5 bohr = {largest*HARTREE_MEV:.1e} meV")
print(f"p_z all-moment change at nucleus = {center_change:.6f} hartree")
print(f"quadrupole decay exponent = {power_quad:.6f} (no unit)")
print(f"dipole decay exponent = {power_dip:.6f} (no unit)")
print(f"single d_z2 L=2 projection = {single_two:.6f} (no unit)")
print(f"e_g pair largest L=2 projection = {eg_two:.1e} (no unit)")
print(f"e_g pair cubic L=4 projection = {eg_four:.6f} (no unit)")
print("tests ok")
```

Printed output:

```
nuclear charge Z = 4 e
pseudo-wave radius r_c = 1.50 bohr
smoothing radius r_in = 1.00 bohr
polynomial coefficients below: atomic units, rising powers
pseudo s wave: 1.091348 -0.281638 0.020862
pseudo p wave: 1.300831 -0.650416 0.096358
smoothed Q sp, L=1, charge: 0.137751 -0.045002 -0.036227
smoothed Q sp, L=1, all: -2.390515 7.539796 -7.621025 2.528266
smoothed Q pp, L=2, charge: 2.703399 -4.079867 1.600264
smoothed Q pp, L=2, all: 7.059447 -17.148011 14.668408 -4.356048
augmentation charge q_ss = -0.127806 electrons
augmentation charge q_pp = 0.244093 electrons
sp L=1 exact inner moment = -0.017928 bohr
sp L=1 exact total moment = 1.299038 bohr
sp L=1 total moment, charge = 1.334062 bohr
sp L=1 total moment, all = 1.299038 bohr
sp L=1 moment error, charge = 0.035024 bohr
sp L=1 relative error, charge = 2.696 percent
pp L=2 exact inner moment = 0.101569 bohr^2
pp L=2 exact total moment = 1.875000 bohr^2
pp L=2 total moment, charge = 1.851791 bohr^2
pp L=2 total moment, all = 1.875000 bohr^2
pp L=2 moment error, charge = -0.023209 bohr^2
pp L=2 relative error, charge = -1.238 percent
p_z total charge, charge recipe = 1.00000000 electrons
p_z axial error at 3 bohr = -9.3563 meV
hybrid odd axial error at 3 bohr = 61.1376 meV
p_z axial error at 5 bohr = -2.0210 meV
hybrid odd axial error at 5 bohr = 22.0095 meV
p_z axial error at 10 bohr = -0.2526 meV
hybrid odd axial error at 10 bohr = 5.5024 meV
largest all-moment error at 5 bohr = 8.1e-12 meV
p_z all-moment change at nucleus = 0.026531 hartree
quadrupole decay exponent = 3.000000 (no unit)
dipole decay exponent = 2.000000 (no unit)
single d_z2 L=2 projection = 0.180224 (no unit)
e_g pair largest L=2 projection = 1.2e-14 (no unit)
e_g pair cubic L=4 projection = 0.369349 (no unit)
tests ok
```
